\section*{Choosing the Time Step for Foster Thermal Networks: An Exact Recursion}

\section{What the wrong setting does}

A power of 600 W is switched on in a chip whose thermal network has time constants from 1 ms to 1 s. The user chooses a time step of 10 ms, which looks fine enough for a heating process lasting a second. After 20 steps, forward Euler reports a temperature wrong by $7\times10^{19}$ K. The trapezoidal rule stays finite, but its first four errors are $+4.8$, $-2.1$, $+2.1$ and $-1.0$ K, so the computed temperature lies alternately above and below the true one. With backward Euler the error keeps one sign, yet it reaches 3.9 K.

The settings at issue are the time step and the integration rule of a transient thermal calculation. A step much shorter than the smallest time constant makes the errors of all three rules small, but wastes work on the slow branches. Summing the full convolution avoids the error, but at the $n$th output it revisits $n$ power segments, so $M$ outputs need $M(M+1)/2$ segment contributions per branch. For piecewise-linear power neither cost is necessary.

\section{The network and its memory}

Let $\Delta T$ be the junction temperature above a fixed reference, here the coolant. A Foster network represents its response to a unit power step by
\begin{equation}
Z(t)=\sum_{i=1}^{N}R_i\left(1-e^{-t/\tau_i}\right),\qquad R_i>0,\ \tau_i>0 .
\end{equation}
The network is linear, and the power $P(t)$ is prescribed, independent of temperature. With zero initial rise, superposition gives
\begin{equation}
\Delta T(t)=\sum_i T_i(t),\qquad
T_i(t)=\frac{R_i}{\tau_i}\int_0^t e^{-(t-s)/\tau_i}P(s)\,ds .
\label{conv}
\end{equation}
Differentiating the integral produces one term from its upper limit and one from the exponential:
\begin{equation}
\frac{dT_i}{dt}=\frac{R_iP-T_i}{\tau_i}.
\label{ode}
\end{equation}
The $T_i$ are coordinates of the response, not temperatures of material layers. Their sum is the physical output.

Now advance from $t$ to $t+h$ and split the integral at $t$. In the old part,
\begin{equation}
e^{-(t+h-s)/\tau_i}=e^{-h/\tau_i}\,e^{-(t-s)/\tau_i},
\end{equation}
and the first factor does not depend on $s$. The entire old integral is therefore multiplied by one number:
\begin{equation}
T_i(t+h)=e^{-h/\tau_i}T_i(t)+\frac{R_i}{\tau_i}\int_0^h
e^{-(h-s)/\tau_i}P(t+s)\,ds .
\label{split}
\end{equation}
This factorization is why no power history has to be stored. A restart does need every $T_i$: two states with equal sums but different branch values cool differently.

\section{The exact update}

Let the power run linearly from $P_a$ to $P_b$ during the step. For one branch define
\begin{equation}
x=\frac{h}{\tau},\qquad a=e^{-x},\qquad \varphi=\frac{1-a}{x}.
\end{equation}
Substitute $u=(h-s)/\tau$ in the new part of \eqref{split}. Then $ds=-\tau\,du$, the limits become $x$ and $0$, and $s/h=1-u/x$. The power is
\begin{equation}
P_a+(P_b-P_a)\frac{s}{h}=P_b-(P_b-P_a)\frac{u}{x}.
\end{equation}
Reversing the limits absorbs the minus sign, and the new part becomes
\begin{equation}
R\int_0^x e^{-u}\left[P_b-(P_b-P_a)\frac{u}{x}\right]du .
\end{equation}
The two integrals needed are
\begin{equation}
\int_0^x e^{-u}du=1-a,\qquad
\frac1x\int_0^x u e^{-u}du=\frac{1-a-xa}{x}=\varphi-a ,
\end{equation}
the second by integration by parts. Collecting the coefficients of $P_a$ and $P_b$,
\begin{align}
\text{new part}&=R\left[(1-a)P_b-(\varphi-a)(P_b-P_a)\right]\nonumber\\
&=R\left[(\varphi-a)P_a+(1-\varphi)P_b\right].
\end{align}
The update is therefore
\begin{equation}
\boxed{T_{\rm new}=aT_{\rm old}+R\left[w_aP_a+w_bP_b\right],\quad
w_a=\varphi-a,\quad w_b=1-\varphi .}
\label{update}
\end{equation}
It has no time-stepping error, whatever the ratio $h/\tau$. A jump in power needs no special treatment if the segment before it ends with the left value and the segment after it starts with the right value.

Two limits show what the weights do. For $x\ll1$, both are $x/2$ to leading order. With the branch heat capacity $C=\tau/R$, the power term is then $h(P_a+P_b)/(2C)$: the branch stores the energy supplied. For $x\gg1$, $a$ is negligible and $\varphi\simeq1/x$, so
\begin{equation}
T_{\rm new}\simeq R\left[P_b-(P_b-P_a)\frac{\tau}{h}\right].
\label{lag}
\end{equation}
The branch follows the power as it was a time $\tau$ earlier.

\section{Why any step is stable}

The number $\varphi$ is the average of $e^{-u}$ over $0\le u\le x$. The function lies between $a$ and 1 there, so $a\le\varphi\le1$. Hence $a$, $w_a$ and $w_b$ are non-negative, and
\begin{equation}
a+(\varphi-a)+(1-\varphi)=1 .
\end{equation}
Dividing \eqref{update} by $R$ shows that $T_{\rm new}/R$ is a weighted average of $T_{\rm old}/R$, $P_a$ and $P_b$. It cannot leave their range. In a test with 2000 random steps between 1 ns and 1000 s and powers between 0 and 1000 W, $T_i/R_i$ stayed between 2.6 and 999 W.

An error in the starting temperature is multiplied by $a<1$ at each step. If rounding adds at most $\epsilon$ per step at fixed $h$, the accumulated error is at most $\epsilon(1+a+a^2+\dots)=\epsilon/(1-a)$.

The other rules can be compared at constant power. Weighting the new temperature by $\theta$ and the old one by $1-\theta$ on the right of \eqref{ode} gives, for the deviation $d=T-RP$,
\begin{equation}
(1+\theta x)d_{\rm new}=\left[1-(1-\theta)x\right]d_{\rm old},
\qquad r=\frac{1-(1-\theta)x}{1+\theta x}.
\end{equation}
The true factor is $a$. Forward Euler ($\theta=0$) has $r=1-x$ and diverges for $x>2$. The trapezoidal rule ($\theta=1/2$) has a negative $r$ for $x>2$, so the deviation alternates in sign. Backward Euler ($\theta=1$) has $r=1/(1+x)$, which is positive but larger than $a$, so the branch approaches its final value too slowly.

Starting from $d=-RP$, the error after $n$ steps is $RP(a^n-r^n)$ per branch. The opening example has $x=10$ in its fastest branch, with $R=0.01$ K/W. There the trapezoidal factor is $-4/6$, and the first error is $6\times0.667=4.0$ K. The second branch, with $R=0.04$ K/W and $x=1$, adds $24(0.368-0.333)=0.8$ K. Together they account for the 4.8 K. The recursion's largest error in the same case is about $10^{-14}$ K.

\section{Evaluating the weights}

For small $x$, $\varphi$ is close to 1 and the subtraction $1-\varphi$ loses digits. For $x$ between $10^{-10}$ and $10^{-9}$ its relative error reached $1.4\times10^{-6}$ in double precision, even with $1-a$ itself evaluated accurately. Expanding the exponential in $\varphi$ gives instead
\begin{equation}
w_b=\frac{x}{2}-\frac{x^2}{6}+\frac{x^3}{24}-\cdots,\qquad
w_a=(1-a)-w_b .
\end{equation}
The second relation is harmless because $1-a\simeq x$ and $w_b\simeq x/2$ are not close to each other. The quantity $1-a$ should come from a function that evaluates $e^y-1$ without cancellation. With fifteen series terms below $x=0.5$ and the direct forms above it, both weights agreed with 60-digit arithmetic to a relative $6\times10^{-16}$ at sampled values of $x$ from $10^{-12}$ to $10^6$.

\section{A power profile worked through}

The example is one silicon switch in a liquid-cooled inverter module, with coolant at 65 $^\circ$C. Its four branches have $R=0.01,0.04,0.06,0.05$ K/W and $\tau=0.001,0.01,0.1,1$ s. The power, averaged over switching periods, rises from 0 to 600 W in 2 ms, stays there for 50 ms, jumps down to 100 W for 20 ms, rises to 700 W in 10 ms, and falls to 300 W during the last 200 ms. Five updates per branch cover the 282 ms.

Take the 10 ms rise from 100 to 700 W. At its start the branch temperatures are 1.000, 6.687, 12.862 and 1.561 K. The values of $x$ are 10, 1, 0.1 and 0.01, and
\begin{align}
T_1&=0.000+0.01(0.09995\cdot100+0.90000\cdot700)=6.40\ {\rm K},\nonumber\\
T_2&=0.36788\cdot6.687+0.04(0.26424\cdot100+0.36788\cdot700)\nonumber\\
&=2.46+11.36=13.82\ {\rm K},\nonumber\\
T_3&=0.90484\cdot12.862+0.06(0.04679\cdot100+0.04837\cdot700)\nonumber\\
&=11.64+2.31=13.95\ {\rm K},\nonumber\\
T_4&=0.99005\cdot1.561+0.05(0.00497\cdot100+0.00498\cdot700)\nonumber\\
&=1.55+0.20=1.74\ {\rm K}.
\end{align}
The last line uses unrounded terms. The sum is 35.9 K. The fast branch illustrates \eqref{lag}: $0.01(700-600/10)=6.40$ K. The slow branch has risen by only 0.18 K.

At all breakpoints the branch temperatures agree with direct quadrature of \eqref{conv} to $4\times10^{-14}$ K, and with an adaptive solution of \eqref{ode} to $10^{-8}$ K. Covering the last segment in one step or in 2000 changes its end state by less than $10^{-12}$ K.

\section{Finding the peak between steps}

An exact endpoint does not reveal the maximum inside a step. The largest breakpoint rise in the example is 46.3 K, at the end. The true peak is 58.3 K, a difference of 12 K.

Inside a segment with power slope $q$, let $s$ be the time since its start. Equation \eqref{ode} has the solution
\begin{equation}
T_i=R_i\left[P(s)-q\tau_i\right]+A_ie^{-s/\tau_i},\quad
A_i=T_i(0)-R_i(P_a-q\tau_i).
\end{equation}
Differentiation and summation give
\begin{equation}
\frac{d\Delta T}{ds}=q\sum_iR_i-\sum_i\frac{A_i}{\tau_i}e^{-s/\tau_i}.
\label{rate}
\end{equation}
If all $A_i$ have one sign, the right side is monotonic and has at most one zero. If their signs differ, there may be several, and the segment must be scanned before a root finder is used.

In the last segment $q=-400/0.2=-2000$ W/s, so the first term is $-2000\times0.16=-320$ K/s. The amplitudes are $A_i=-0.62,-14.98,-40.05,-133.3$ K, all negative, so there can be no second stationary point. The zero lies 72.0 ms into the segment, where branches 2, 3 and 4 contribute $1.1+194.9+124.0=320$ K/s and branch 1 has decayed. The power there is 556 W, already well below its maximum of 700 W: the two slowest branches are still heating, while the two fastest are already cooling. Applying \eqref{update} with the partial step $h=72.0$ ms gives the 58.3 K rise, or a junction at about 123 $^\circ$C.

\section{When the power is a smooth curve}

If a smooth power is sampled at spacing $h$ and joined by straight lines, the recursion solves the joined-up problem exactly, but not the original one. The difference $e(s)$ between the true and interpolated power vanishes at both ends of a step, and $e''=P''$. Its solution is
\begin{equation}
e(s)=-\int_0^h G(s,u)P''(u)\,du,
\end{equation}
where $G=u(h-s)/h$ for $u\le s$ and $G=s(h-u)/h$ for $u\ge s$. Since $G\ge0$,
\begin{equation}
|e(s)|\le\max|P''|\int_0^hG\,du=\max|P''|\,\frac{s(h-s)}{2}
\le\frac{h^2}{8}\max|P''| .
\end{equation}
The thermal kernel is positive and its integral cannot exceed $\sum_iR_i$. Hence, at every time,
\begin{equation}
|\delta\Delta T|\le\frac{h^2}{8}\max|P''|\sum_iR_i .
\label{bound}
\end{equation}

For $P=P_m(1-\cos\omega t)/2$, the largest curvature is $P_m\omega^2/2$. With $P_m=700$ W, a frequency of 50 Hz and $h=0.5$ ms, the bound is 0.17 K. The largest error at the sampled times over 60 ms was 0.016 K, and halving the step reduced it to 0.004 K, the expected factor of four. The bound is loose here for three reasons. It uses the largest power error in a step, $h^2\max|P''|/8$, whereas the average over the step is at most $h^2\max|P''|/12$. It uses the full $\sum_iR_i$, although $Z$ has reached only half of it after 60 ms. These two bring 0.17 K down to about 0.06 K. The remainder comes from the curvature of a sinusoid, which varies in size and changes sign every half-period.

\section{How to choose the settings}

For a linear network with prescribed power, the following rules result.
\begin{itemize}
\item Put a breakpoint at every kink and jump. If the power is truly piecewise linear, no further step is needed for accuracy, however short the smallest $\tau_i$.
\item For smooth power and a tolerated error $\delta$, it suffices that $h\le[8\delta/(\max|P''|\sum_iR_i)]^{1/2}$. For $\delta=0.1$ K in the sinusoidal case this gives $0.5\sqrt{0.1/0.173}=0.38$ ms. The time constants do not enter.
\item Compute the weights once for each distinct $h$. The work then grows as $N$ times the number of steps, and the stored state is $N$ numbers.
\item Search for peaks with \eqref{rate}, and save all branch temperatures for a restart.
\end{itemize}

If losses depend on temperature, $P_b$ is no longer known in advance and the stability proof no longer applies. For $P=P_0(1+\beta\Delta T)$ with constant $P_0$, the steady rise obeys $\Delta T=R_{\rm tot}P_0(1+\beta\Delta T)$, where $R_{\rm tot}=\sum_iR_i$. Thus
\begin{equation}
\Delta T=\frac{R_{\rm tot}P_0}{1-\beta R_{\rm tot}P_0},
\end{equation}
and a positive steady state requires $\beta R_{\rm tot}P_0<1$. At 700 W and $\beta=0.0025$ K$^{-1}$ the product is 0.28. The example is far from runaway, but the correction is not small.

\section{The example beside a real module}

The resistances, time constants and material values are round numbers in the rough range of such modules, not data of a product. For the single event of the example, the largest neglected effect estimated here is the growth of loss with temperature. If the stated power is the loss at coolant temperature and grows by 0.25\% per kelvin, the peak rises by 8.9 K, or 15\% of the calculated rise. If the profile was already evaluated at operating temperature, much of this is included. Falling thermal conductivity adds about 7 K in a steady-state estimate that takes the resistances as values at coolant temperature and lets every layer follow $T^{-1.3}$, roughly as silicon does; a transient ladder network with the same $Z(t)$ gives about 6 K. Layers that vary less, or resistances measured on a hot module, reduce it. If the profile repeated without pause until the module was warm, six chips at the mean power of 484 W would heat a 10 L/min flow of water-glycol coolant (3.6 MJ m$^{-3}$K$^{-1}$) by 4.8 K between inlet and outlet (4.2 K for pure water), and the slowest branch would average $0.05\times484=24$ K. The single event calculated here starts cold and ends long before that state is reached. An equally loaded neighbour, with a coupling of 0.01 K/W and a time constant of 1 s, adds 0.8 K at the peak.

Fast events expose another limit. For a 2 cm$^2$ chip treated as a silicon half-space (110 W m$^{-1}$K$^{-1}$, 1.75 MJ m$^{-3}$K$^{-1}$) heated at its surface, a 500 W jump gives 1.4 K after 50 $\mu$s, because the rise starts as $\sqrt t$. Surface heating is the extreme case: with the heat spread over the top 70 to 120 $\mu$m, as in a drift region, the value falls to 0.8 to 0.6 K. The Foster sum starts linearly and gives 0.4 K. In the same half-space model, switching at 10 kHz with equal on and off times and a mean of 700 W adds a ripple of 1.5 K above the mean. These estimates should not simply be added, since hotter material and higher loss reinforce each other. If both the loss and the resistances refer to coolant temperature and every layer follows $T^{-1.3}$, the two effects together raise the peak by 18 to 20 K, more than their sum. The junction temperature is thus uncertain by several kelvin, and by up to about 20 K in that case, even though the time update is exact, so further effort belongs in the loss model and the network parameters. The numerical output below lists the branch temperatures, the test errors and the main separate estimates.

\section*{Computed results}
\begin{verbatim}
Branch: R (K/W), tau (s)
  0.010  0.001
  0.040  0.010
  0.060  0.100
  0.050  1.000
Total resistance 0.160 K/W; coolant 65.0 C
Segment: duration (ms), start power (W), end power (W)
  2  0  600
  50  600  600
  20  100  100
  10  100  700
  200  700  300
10 ms ramp: x, a, w_start, w_end (no unit)
  10.00  0.000045  0.099950  0.900005
  1.00  0.367879  0.264241  0.367879
  0.10  0.904837  0.046788  0.048374
  0.01  0.990050  0.004967  0.004983
Time (ms): T1, T2, T3, T4, sum (K)
  0: 0.0000 0.0000 0.0000 0.0000  0.0000
  2: 3.4060 2.2477 0.3576 0.0300  6.0413
  52: 6.0000 23.8534 14.3818 1.4916  45.7269
  72: 1.0000 6.6869 12.8624 1.5611  22.1104
  82: 6.4000 13.8176 13.9509 1.7448  35.9133
  282: 3.0200 12.8000 24.5799 5.8999  46.2998
Peak time 154.026 ms, 72.026 ms into segment
Power at peak 555.95 W
Peak rise 58.2767 K; junction 123.28 C
Max difference from convolution 3.6e-14 K
Max difference from ODE solver 1.1e-08 K
1 step against 2000 steps 6.9e-13 K
Weights, max relative error 6.2e-16
Direct 1-mean, x 1e-10 to 1e-9, rel. error 1.4e-06
Random steps: T/R range 2.64 to 998.55 W
Step test: 600 W, h 10 ms, 20 steps
  Forward Euler final error 7.3e+19 K
  Trapezoidal first errors 4.832 -2.080 2.090 -1.034 K
  Backward Euler max error 3.871 K
  Recursion max error 1.3e-14 K
Sine test: 700 W peak, 50 Hz, h 0.50 ms
  Error 0.01579 K, half step 0.00395 K, bound 0.17272 K
Loss growth 0.0025 /K: peak higher by 8.85 K
Conductivity exponent 1.3: up to 7.18 K
Neighbour 0.01 K/W, 1 s: 0.76 K at peak
Coolant 10 L/min, 6 chips, mean 484.4 W: 4.84 K
Chip 2 cm2, 10 kHz ripple above mean 1.54 K
500 W jump after 50 us: half-space 1.44 K, Foster 0.36 K
\end{verbatim}
